# BCS coherence factors in ultrasonic attenuation and nuclear spin relaxation

**Setting.** A weak-coupling spin-singlet superconductor has a real isotropic gap $\Delta(T)$, sharp quasiparticles and a constant normal density of states $N$ per spin. With $\xi$ the band energy from the Fermi level, $E=\sqrt{\xi^2+\Delta^2}$ and

$$c_{k\uparrow}=u\gamma_0+v\gamma_1^\dagger,\qquad c^\dagger_{-k\downarrow}=-v\gamma_0+u\gamma_1^\dagger,$$

$$u^2,v^2=\tfrac12(1\pm\xi/E),\qquad uv=\Delta/2E .$$

Primes denote $k'\neq k$. Further, $f$ is the Fermi function, $g=-df/dE$, and $\Omega=\hbar\omega<2\Delta$ is the quantum exchanged with the probe. No magnetic field acts on the electrons, so up and down quasiparticles have the same energy (as in a zero-field quadrupole resonance). Every ratio $R$ compares with the normal state at the same temperature. The gap follows from

$$\int_0^\Lambda\! d\xi\,\frac{\tanh(E/2k_BT)}{E}=\int_0^\Lambda\! d\xi\,\frac{\tanh(\xi/2k_BT_c)}{\xi},\qquad \Lambda\gg k_BT_c .$$

## (a) Coherence factors

*A probe couples to $A_\eta=c^\dagger_{k'\uparrow}c_{k\uparrow}+\eta\,c^\dagger_{-k\downarrow}c_{-k'\downarrow}$, where $\eta=+1$ (case I) if it is even under time reversal and $\eta=-1$ (case II) if odd. Find the squared scattering amplitude. Which case is a contact hyperfine spin flip?*

**Answer.** The two products are

$$c^\dagger_{k'\uparrow}c_{k\uparrow}=uu'\gamma_0'^\dagger\gamma_0+vv'\gamma_1'\gamma_1^\dagger+u'v\,\gamma_0'^\dagger\gamma_1^\dagger+uv'\gamma_1'\gamma_0,$$

$$c^\dagger_{-k\downarrow}c_{-k'\downarrow}=vv'\gamma_0\gamma_0'^\dagger-u'v\,\gamma_0\gamma_1'-uv'\gamma_1^\dagger\gamma_0'^\dagger+uu'\gamma_1^\dagger\gamma_1'.$$

Operators with different momenta anticommute, so each reordering changes a sign:

$$A_\eta=(uu'-\eta vv')(\gamma_0'^\dagger\gamma_0+\eta\gamma_1^\dagger\gamma_1')+(u'v+\eta uv')(\gamma_0'^\dagger\gamma_1^\dagger+\eta\gamma_1'\gamma_0).$$

The last bracket creates or destroys pairs, which requires $\Omega\ge2\Delta$. For scattering, use

$$u^2u'^2+v^2v'^2=\tfrac12\Big(1+\frac{\xi\xi'}{EE'}\Big),\qquad 2uvu'v'=\frac{\Delta^2}{2EE'},$$

$$C_\eta=(uu'-\eta vv')^2=\frac12\left(1+\frac{\xi\xi'}{EE'}-\eta\frac{\Delta^2}{EE'}\right).$$

The contact interaction has one amplitude for all momenta, so $c^\dagger_{k'\uparrow}c_{k\downarrow}$ and $c^\dagger_{-k\uparrow}c_{-k'\downarrow}$ enter with equal weight. Since $c_{k\downarrow}=-v\gamma^\dagger_{-k0}+u\gamma_{-k1}$, their scattering parts are

$$uu'\gamma^\dagger_{k'0}\gamma_{-k1}+vv'\gamma^\dagger_{-k0}\gamma_{k'1}\quad\text{and}\quad uu'\gamma^\dagger_{-k0}\gamma_{k'1}+vv'\gamma^\dagger_{k'0}\gamma_{-k1}.$$

Both operators acquire the amplitude $uu'+vv'$. The spin flip is case II.

## (b) The rate

*Let $k$ and $k'$ be independent. Find $R_\eta$ as an energy integral.*

**Answer.** Absorption minus emission carries $f(1-f')-f'(1-f)=f-f'$. In the normal state the corresponding integral is $\int d\xi\,[f(\xi)-f(\xi+\Omega)]=\Omega$. The coupling, $N^2$ and the number of equivalent terms cancel in the ratio:

$$R_\eta=\frac1\Omega\int\! d\xi\, d\xi'\,C_\eta\,(f-f')\,\delta(E'-E-\Omega).$$

Summed over the four sign choices of $\xi,\xi'$, the $\xi\xi'$ term cancels and $C_\eta$ gives $2(1-\eta\Delta^2/EE')$. With $d|\xi|=E\,dE/\sqrt{E^2-\Delta^2}$,

$$R_\eta=\frac2\Omega\int_\Delta^\infty\! dE\,\frac{[f(E)-f(E')](EE'-\eta\Delta^2)}{\sqrt{E^2-\Delta^2}\sqrt{E'^2-\Delta^2}},\qquad E'=E+\Omega .$$

Nuclear relaxation involves the sum of upward and downward rates. At fixed energies this sum is $(f-f')\coth(\Omega/2k_BT)$. The extra factor is common to both states, so $R_{-1}$ is also the relaxation ratio. For $\Omega\ll k_BT$ the normal rate is proportional to $\Omega\coth(\Omega/2k_BT)\approx2k_BT$.

## (c) Longitudinal sound

*Sound is case I, but it fixes $k'=k+q$. Find the attenuation ratio as $\Omega\to0$. Assume a long mean free path ($q\ell\gg1$) and an effective coupling unchanged by pairing.*

**Answer.** Now $\xi'=\xi+\hbar v_Fq\mu$, with $\mu$ the cosine of the angle between $k$ and $q$. Integrating over $\mu$ is integrating over $\xi'$ within $|\xi'-\xi|<\hbar v_Fq$. The Jacobian is the same in the normal state, so the double integral of (b) holds with this restriction.

As $\Omega\to0$, $E'=E$ and $\xi'=\pm\xi$. The two branches have

$$C_{+1}(\xi'=\xi)=\frac12\Big(1+\frac{\xi^2-\Delta^2}{E^2}\Big)=\frac{\xi^2}{E^2},\qquad C_{+1}(\xi'=-\xi)=\frac12\Big(1-\frac{\xi^2+\Delta^2}{E^2}\Big)=0 .$$

The restriction could remove the second branch, but that branch contributes nothing. On the first, the delta function gives $E/|\xi|$, and $\xi\,d\xi=E\,dE$:

$$\frac{\alpha_s}{\alpha_n}=\int_{-\infty}^{\infty}\! d\xi\,\frac{E}{|\xi|}\frac{\xi^2}{E^2}\,g(E)=2\int_\Delta^\infty\! g\,dE=2f(\Delta).$$

The coherence factor has cancelled the density-of-states singularity. At finite $\Omega$ the first branch has $|\xi'-\xi|\approx\Omega E/|\xi|$. States with $|\xi|/E$ below about $\Omega/\hbar v_Fq=v_s/v_F$ may then be excluded, so the result requires $v_s\ll v_F$.

## (d) Nuclear relaxation at low frequency

*Find $R_{II}=R_{-1}$ for $\Omega\ll\Delta,k_BT$. Does it have a limit as $\Omega\to0$?*

**Answer.** Write $EE'+\Delta^2=(EE'-\Delta^2)+2\Delta^2$. The first part gives $2f(\Delta)$. Split the second at $E=\Delta+X$, with $\Omega\ll X\ll\Delta,k_BT$.

Below the split put $x=E-\Delta$. The square roots become $2\Delta\sqrt{x(x+\Omega)}$, and $x=\Omega\sinh^2y$ gives

$$2\Delta g(\Delta)\int_0^X\!\frac{dx}{\sqrt{x(x+\Omega)}}=4\Delta g(\Delta)\,\mathrm{arsinh}\sqrt{X/\Omega}\approx2\Delta g(\Delta)\ln\frac{4X}\Omega .$$

Above it set $\Omega=0$. With $L=\ln[(E-\Delta)/(E+\Delta)]$ and $dL/dE=2\Delta/(E^2-\Delta^2)$, integration by parts gives

$$\int_{\Delta+X}^\infty\!\frac{4\Delta^2g}{E^2-\Delta^2}dE\approx2\Delta g(\Delta)\ln\frac{2\Delta}{X}-2\Delta\int_\Delta^\infty\! g'L\,dE .$$

The arbitrary $X$ cancels in the sum:

$$R_{II}\approx2f(\Delta)+2\Delta g(\Delta)\ln\frac{8\Delta}{\Omega}-2\Delta\int_\Delta^\infty\! g'(E)\ln\frac{E-\Delta}{E+\Delta}\,dE .$$

There is no finite limit: for an ideal sharp gap the ratio diverges logarithmically.

## (e) The Hebel–Slichter peak

*Compare the two responses just below $T_c$ and at low temperature.*

**Answer.** For $\Omega\ll\Delta\ll k_BT$, $f(\Delta)\approx\frac12-\Delta/4k_BT$ and $g(\Delta)\approx1/4k_BT$. The last term in (d) is of order $(\Delta/k_BT)^2$, because $L\approx-2\Delta/E$ over most of the thermal range. Hence

$$\frac{\alpha_s}{\alpha_n}\approx1-\frac{\Delta}{2k_BT},\qquad R_{II}\approx1+\frac{\Delta}{2k_BT}\left[\ln\frac{8\Delta}{\Omega}-1\right].$$

Attenuation falls while relaxation rises. When $k_BT\ll\Delta$, both $f$ and $g$ at energies above the gap are exponentially small, so relaxation must fall again. The maximum between is the Hebel–Slichter peak.

## (f) A spread of gaps

*Let the gaps be uniformly distributed over the Fermi surface between $\Delta_\pm=\Delta(1\pm a)$, with $a$ independent of temperature and the mean $\Delta(T)$ taken from the isotropic gap equation. Neglect impurity scattering, which would average the gaps over the Fermi surface. Find $R_{II}$ at $\Omega=0$.*

**Answer.** In (a), $\Delta^2$ becomes $\Delta_k\Delta_{k'}$. The contact coupling leaves $k$ and $k'$ independent, so the averages factorize:

$$R_{II}=2\int_{\Delta_-}^\infty\! dE\,g\,(\bar n^2+\bar m^2),\qquad \bar n=\Big\langle\frac{E}{\sqrt{E^2-\Delta_k^2}}\Big\rangle,\quad \bar m=\Big\langle\frac{\Delta_k}{\sqrt{E^2-\Delta_k^2}}\Big\rangle,$$

where gaps above $E$ contribute zero. With $D=\min(E,\Delta_+)$,

$$\bar n=\frac{E}{2a\Delta}\Big[\arcsin\frac DE-\arcsin\frac{\Delta_-}E\Big],\qquad \bar m=\frac{\sqrt{E^2-\Delta_-^2}-\sqrt{E^2-D^2}}{2a\Delta}.$$

Both are bounded for $a>0$, so the integral is finite. The edge singularity is now cut off at $E-\Delta\sim a\Delta$, and $\ln(1/a)$ replaces $\ln(1/\Omega)$.

## (g) Numerical evaluation

*Take $T_c=5$ K, sound at 100 MHz with $v_s=5$ km/s and $v_F=1500$ km/s, a nuclear frequency of 10 MHz, and $a=0.10$. Evaluate both responses and locate the peak.*

**Answer.** The nuclear quantum is $9.598\times10^{-5}\,k_BT_c$. All numbers use the limit $\Lambda\to\infty$; at $0.9\,T_c$ a cutoff $\Lambda=40\,k_BT_c$ raises the gap by $0.0006\,k_BT_c$ and $R_{II}$ by 0.001, and $\Lambda=20\,k_BT_c$ raises them by $0.0026\,k_BT_c$ and about 0.005. At $T=0.9\,T_c$ the gap is $0.9284\,k_BT_c$, so $\Delta/k_BT=0.9284/0.9=1.0316$ and

$$\frac{\alpha_s}{\alpha_n}=\frac{2}{e^{1.0316}+1}=0.526 .$$

The three terms of (d) give

$$R_{II}=0.5256+4.4990-0.5274=4.497,$$

in agreement with the full quadrature. Dropping the $\eta$ term from the integral in (b), with independent momenta at the nuclear frequency, leaves the density of states alone and gives 2.511, the mean of cases I and II at that frequency. At this temperature the density of states alone would raise both responses; the coherence factor separates them.

| $T/T_c$ | sound, $2f(\Delta)$ | relaxation, sharp gap | relaxation, spread gap |
|---|---|---|---|
| 0.99 | 0.847 | 2.30 | 1.56 |
| 0.90 | 0.526 | 4.50 | 2.07 |
| 0.70 | 0.220 | 4.17 | 1.50 |
| 0.50 | 0.066 | 2.07 | 0.63 |
| 0.20 | 0.0003 | 0.022 | 0.005 |

The sound column is for the sharp gap. With the spread, sound samples only states with small $\mu$, and the ratio lies between $2f(\Delta_+)$ and $2f(\Delta_-)$: 0.487 to 0.567 at $0.9\,T_c$, and 0.0001 to 0.0007 at $0.2\,T_c$. The momentum-conserving sound calculation is tested to agree with $2f(\Delta)$ within a relative $5\times10^{-4}$ at every tabulated temperature.

For the sharp gap the relaxation ratio peaks at 4.78, at $0.83\,T_c=4.15$ K. Lowering the frequency to 1 MHz raises the peak to 5.80, as the logarithm requires. This holds only while the quasiparticle lifetime broadening is smaller than $\Omega$. With a phenomenological broadening $E\to E+i\hbar/2\tau$ and $\tau=1$ ns ($\hbar/2\tau=7.6\times10^{-4}\,k_BT_c$), the ratio at $0.83\,T_c$ is 3.54 at both frequencies. The gap spread, evaluated at $\Omega=0$ as in (f), reduces it to 2.07, at $0.90\,T_c=4.50$ K. Since the normal rate is proportional to $T$, the relaxation rate there is $2.07\times0.90=1.86$ times its value at $T_c$: the peak is present in the rate itself as well as in the ratio. The rate reaches its own maximum, 1.90 times the value at $T_c$, near $0.93\,T_c$. Its height depends on the cutoff, so it does not measure $\Delta$ alone.

## Values computed for the example and the checks

```
Tc = 5.0 K; k_B Tc = 0.4309 meV
zero-temperature gap = 1.7639 k_B Tc = 0.7600 meV
sound frequency = 100 MHz; quantum = 9.598e-04 k_B Tc
sound speed = 5 km/s; Fermi speed = 1500 km/s
hbar v_F q of the sound wave = 0.2880 k_B Tc
nuclear frequency = 10 MHz; quantum = 9.598e-05 k_B Tc
relative half-width of gap spread = 0.10
Table: gap in k_B Tc, all ratios dimensionless
columns: T/Tc | gap | 2f(gap) | sound, momentum conserved | relaxation, sharp gap | relaxation, spread gap
0.99 | 0.3051 | 0.847132 | 0.847130 | 2.30116 | 1.55525
0.95 | 0.6708 | 0.660905 | 0.660903 | 3.76872 | 1.97278
0.90 | 0.9284 | 0.525564 | 0.525562 | 4.49720 | 2.06950
0.80 | 1.2542 | 0.345077 | 0.345075 | 4.73515 | 1.88143
0.70 | 1.4619 | 0.220467 | 0.220465 | 4.17236 | 1.49955
0.50 | 1.6878 | 0.066130 | 0.066129 | 2.06902 | 0.63421
0.30 | 1.7588 | 0.005671 | 0.005671 | 0.29680 | 0.07714
0.20 | 1.7637 | 0.000296 | 0.000296 | 0.02221 | 0.00517
Relaxation ratio at T/Tc = 0.90, sharp gap, 10 MHz (dimensionless):
  term 2f(gap) = 0.5256
  logarithmic term = 4.4990
  remaining integral term = -0.5274
  sum of terms = 4.4972; full quadrature = 4.4972
  density of states alone, no coherence term = 2.5114
Peak, sharp gap, 10 MHz:
  ratio to normal state = 4.775 (dimensionless)
  at T/Tc = 0.830, T = 4.15 K
  rate there / normal rate at Tc = 3.963 (dimensionless)
  ratio back to 1 at T/Tc = 0.398
Peak, sharp gap, 1 MHz:
  ratio to normal state = 5.800 (dimensionless)
  at T/Tc = 0.825, T = 4.13 K
  rate there / normal rate at Tc = 4.788 (dimensionless)
  ratio back to 1 at T/Tc = 0.375
Peak, spread gap, zero frequency:
  ratio to normal state = 2.070 (dimensionless)
  at T/Tc = 0.900, T = 4.50 K
  rate there / normal rate at Tc = 1.862 (dimensionless)
  ratio back to 1 at T/Tc = 0.587
```
